# Schrage's Evaporation Flux from a Weakly Drifting Half-Maxwellian, part 1

(Sections cited here and not found follow in the second part.)

## First half: the drift correction and the linear flux

A flat liquid surface lies at $z=0$ and its vapour fills $z>0$. Liquid and vapour have the same temperature $T$. The saturation pressure at this temperature is $p_s$, while the vapour has pressure $p$ and number density $n$. It is an ideal monatomic gas of molecules of mass $m$, so $p=nkT$, where $k$ is Boltzmann's constant.

When $p\neq p_s$, there is a steady net flux $J$ of molecules per unit area and time, counted positive for evaporation. Velocities are measured relative to the surface, so a slow recession of the liquid needs no separate term. If the vapour drifts away from the surface with velocity $u$, conservation of molecules gives
$$J=nu .$$

Three assumptions define the model.

1. A molecule that strikes the surface condenses with probability $\alpha$, where $0<\alpha\le 1$, whatever its velocity. Otherwise it returns to the vapour.
2. The liquid emits molecules at a rate that depends on its temperature but not on the state of the vapour.
3. The molecules arriving at the surface have the velocity distribution of the bulk vapour, restricted to $v_z<0$. The bulk distribution is a Maxwellian centred on the drift velocity,
$$f(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}\exp\left[-\frac{m\left(v_x^2+v_y^2+(v_z-u)^2\right)}{2kT}\right].$$

The third assumption is the bold one. Collisions close to the surface can change the distribution before the molecules arrive, and the model ignores this. The second half examines the cost.

It is convenient to define
$$c_0=\sqrt{\frac{2kT}{m}},\qquad s=\frac{u}{c_0},\qquad \Delta=\frac{p_s-p}{p}.$$
The speed ratio $s$ measures the drift, and $\Delta$ measures the distance from equilibrium.

### (a) What flux strikes the surface when the vapour is at rest, and what does equilibrium say about the emission?

**Solution.** The integrals of $f$ over $v_x$ and $v_y$ remove two of the three Gaussian factors, since each normalised factor integrates to one. For $u=0$ the arriving flux is then
$$J_p=n\int_{-\infty}^{0}|v_z|\,\frac{e^{-v_z^2/c_0^2}}{\sqrt\pi\,c_0}\,dv_z .$$
For arriving molecules, set $v_z=-c_0w$ with $w>0$. The factor $|v_z|$ supplies one $c_0$, and the $c_0$ from the differential cancels the one in the denominator:
$$J_p=\frac{nc_0}{\sqrt\pi}\int_0^\infty w\,e^{-w^2}dw=\frac{nc_0}{2\sqrt\pi},$$
because the integral equals $1/2$. Inserting $n=p/(kT)$ and the definition of $c_0$ gives
$$J_p=\frac{p}{kT}\,\frac{1}{2\sqrt\pi}\sqrt{\frac{2kT}{m}}=\frac{p}{\sqrt{2\pi mkT}} .$$

This is the Hertz–Knudsen impingement flux. The same expression at the saturation pressure will be called
$$J_s=\frac{p_s}{\sqrt{2\pi mkT}} .$$

At equilibrium $p=p_s$, the vapour is at rest, and the net flux vanishes. The surface then receives $J_s$ and absorbs $\alpha J_s$, so it must also emit $\alpha J_s$. By assumption 2, the emission keeps this value when the vapour pressure is changed at fixed liquid temperature. The evaporation coefficient, defined as the emitted flux divided by $J_s$, therefore equals the condensation coefficient. Away from equilibrium this equality rests on $\alpha$ being unaffected by the drift, as assumption 1 states.

### (b) How does a drift change the arriving flux?

**Solution.** An arriving molecule has $v_z=-c_0w$, so the exponent contains $(v_z-u)^2/c_0^2=(w+s)^2$. The arriving flux is
$$J_{\rm in}=\frac{nc_0}{\sqrt\pi}\int_0^\infty w\,e^{-(w+s)^2}dw .$$
Substitute $y=w+s$. Then $w=y-s$, the lower limit becomes $s$, and
$$\int_0^\infty w\,e^{-(w+s)^2}dw=\int_s^\infty y\,e^{-y^2}dy-s\int_s^\infty e^{-y^2}dy .$$
The first integral on the right is $e^{-s^2}/2$. The second is $(\sqrt\pi/2)\,\mathrm{erfc}(s)$ by the definition of the complementary error function. Taking out the factor $1/2$ and using $J_p=nc_0/(2\sqrt\pi)$ gives
$$J_{\rm in}=J_p\,\Gamma(s),\qquad \Gamma(s)=e^{-s^2}-\sqrt\pi\,s\,\mathrm{erfc}(s).$$

For weak drift, use
$$e^{-s^2}=1-s^2+O(s^4),\qquad \mathrm{erfc}(s)=1-\frac{2s}{\sqrt\pi}+O(s^3).$$
The second term of $\Gamma$ is then $-\sqrt\pi\,s+2s^2+O(s^4)$, and adding the two series yields
$$\Gamma(s)=1-\sqrt\pi\,s+s^2+O(s^4).$$

The linear term can be written in terms of the net flux. From $J=nu=nc_0s$ and $nc_0=2\sqrt\pi J_p$,
$$J=2\sqrt\pi\,s\,J_p,\qquad\text{so}\qquad \sqrt\pi\,s\,J_p=\frac J2 .$$
To first order in the drift, therefore,
$$J_{\rm in}=J_p-\frac J2 .$$
Evaporation carries the vapour away from the surface and reduces the return flux. Condensation has $J<0$ and increases it. The closed form of $\Gamma$ and the coefficient one half were both tested against numerical integrals over the velocity distribution.

### (c) Why is the reduction one half of the net flux?

**Solution.** Expand the normal part of the drifting Maxwellian at a fixed velocity. With $q=v_z/c_0$, which is negative for arriving molecules,
$$e^{-(q-s)^2}=e^{-q^2}e^{2qs-s^2}=e^{-q^2}\left(1+2qs\right)+O(s^2).$$
The correction $2qs$ is odd in $q$. It adds outgoing molecules and removes incoming ones in equal numbers, so it leaves the density unchanged.

The signed flux contains another factor $q$. The product $q\cdot 2qs\,e^{-q^2}$ is even in $q$, and its integrals over the two half-spaces are equal. The unperturbed Maxwellian has no net flux, so these two integrals together make up the whole of $J$, and each equals $J/2$.

For the incoming half, the signed flux is $-J_{\rm in}$. It consists of the rest value $-J_p$ and the correction $+J/2$:
$$-J_{\rm in}=-J_p+\frac J2 .$$
This is the result of part (b), obtained without evaluating an error function.

The argument does not use the detailed form of the correction. Let the distribution be a resting Maxwellian of density $n$ and temperature $T$, plus any part that is odd in $v_z$. The odd part leaves the density alone and shares its flux equally between the half-spaces, so $J_{\rm in}=J_p-J/2$ again. The coefficient one half thus expresses a symmetry. What assumption 3 adds is the claim that the molecules reaching the surface still have this distribution.

### (d) What is the net evaporation flux to first order in the pressure difference?

**Solution.** The liquid emits $\alpha J_s$ and absorbs $\alpha J_{\rm in}$. Molecules that are reflected arrive and leave again, so they contribute nothing to the net flux. Hence
$$J=\alpha\left(J_s-J_{\rm in}\right).$$
Insert the first-order result for $J_{\rm in}$:
$$J=\alpha\left(J_s-J_p+\frac J2\right).$$
The unknown $J$ appears on both sides because the net flux produces the drift, and the drift alters the return flux. Collecting the terms in $J$ gives
$$J\left(1-\frac\alpha2\right)=\alpha\left(J_s-J_p\right).$$
Division by $1-\alpha/2=(2-\alpha)/2$ leads to
$$\boxed{J=\frac{2\alpha}{2-\alpha}\,\frac{p_s-p}{\sqrt{2\pi mkT}}}$$
This is the linearised isothermal form of Schrage's equation.

Had the drift been neglected, $J_{\rm in}$ would have been $J_p$ and the prefactor would have been $\alpha$. The difference can be read as a feedback. The driftless flux $\alpha(J_s-J_p)$ lowers the return flux by half its own value. The surface would have absorbed a fraction $\alpha$ of the missing molecules, so the net flux rises by $\alpha/2$ times the original flux. This increment acts in the same way, and the sum is
$$\alpha\left[1+\frac\alpha2+\left(\frac\alpha2\right)^2+\cdots\right]=\frac{\alpha}{1-\alpha/2}=\frac{2\alpha}{2-\alpha}.$$
The series converges because $\alpha/2\le 1/2$.

For small $\alpha$ the prefactor is $\alpha+\alpha^2/2+\cdots$, and the drift hardly matters. For $\alpha=1$ it is 2. This does not mean that the surface emits twice as many molecules as it can. The prefactor multiplies the small difference $J_s-J_p$, while the gross emission remains $J_s$.

The inverse form separates two contributions:
$$\frac{J_s-J_p}{J}=\frac{2-\alpha}{2\alpha}=\frac1\alpha-\frac12 .$$
The left side is a dimensionless resistance to mass transfer. The driftless law gives $1/\alpha$, and the drift lowers it by one half for every $\alpha$.

The correction also affects a coefficient inferred from a measured flux. If data that obey the boxed law are read with the driftless law, the apparent coefficient is
$$\alpha_{\rm app}=\frac{2\alpha}{2-\alpha}.$$
It exceeds 1 when $2\alpha>2-\alpha$, that is, when $\alpha>2/3$. Within this model, an apparent coefficient between 1 and 2 is compatible with a condensation probability below or equal to 1. Solving for the true coefficient gives $\alpha=2\alpha_{\rm app}/(2+\alpha_{\rm app})$.

### (e) How large is the correction for a vapour near saturation?

Take the model parameters $m=60$ u, $T=1500$ K, $p_s=10$ Pa and $p=9.5$ Pa. Find the flux for $\alpha=0.1$, $0.5$ and $1$.

**Solution.** The relative driving pressure is
$$\Delta=\frac{10-9.5}{9.5}=0.0526 .$$
The two one-way reference fluxes are $J_s=8.783\times10^{22}$ and $J_p=8.343\times10^{22}$, both in $\mathrm{m^{-2}\,s^{-1}}$. Their difference is
$$J_s-J_p=4.391\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .$$
The driftless flux is $\alpha$ times this difference, and the Schrage flux is $2\alpha/(2-\alpha)$ times it. For $\alpha=0.5$, for example, the latter factor is $1/1.5=0.6667$, so
$$J=0.6667\times4.391\times10^{21}=2.93\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .$$

In units of $10^{21}\ \mathrm{m^{-2}\,s^{-1}}$ the results are:

| $\alpha$ | Schrage factor | Driftless flux | Schrage flux |
|---|---|---|---|
| 0.1 | 0.1053 | 0.439 | 0.462 |
| 0.5 | 0.6667 | 2.20 | 2.93 |
| 1.0 | 2.0000 | 4.39 | 8.78 |

The driftless flux divided by the Schrage flux is $1-\alpha/2$. Relative to the Schrage flux, the driftless law is therefore low by 5 %, 25 % and 50 % in the three cases. For $\alpha=1$ the Schrage flux corresponds to a mass flux of $0.0875\ \mathrm{mg\,cm^{-2}\,s^{-1}}$.

The pressure differs from saturation by only about 5 %, yet the correction at $\alpha=1$ is a factor of two. There is no contradiction. The drift changes the large return flux $J_p$ by a small fraction, but this change is comparable with the small difference $J_s-J_p$ that drives the evaporation. Weak drift justifies the linear expansion of $J_{\rm in}$; it does not justify omitting the linear term.

## Second half: range of validity and cost of the assumption

The symbols remain $c_0=\sqrt{2kT/m}$, $s=u/c_0$ and $\Delta=(p_s-p)/p$. The reference fluxes are $J_s=p_s/\sqrt{2\pi mkT}$ and $J_p=p/\sqrt{2\pi mkT}=nc_0/(2\sqrt\pi)$. The first half established
$$J=nc_0s=2\sqrt\pi\,s\,J_p,\qquad J=\alpha(J_s-J_{\rm in}),\qquad J_{\rm in}=J_p\Gamma(s),$$
$$\Gamma(s)=e^{-s^2}-\sqrt\pi\,s\,\mathrm{erfc}(s)=1-\sqrt\pi\,s+s^2+O(s^4).$$
To first order, $J_{\rm in}=J_p-J/2$ and $J=[2\alpha/(2-\alpha)](J_s-J_p)$.

### (f) When does the linear law cease to represent the full surface balance?

**Solution.** Divide the surface balance by $J_p$ without expanding $\Gamma$:
$$2\sqrt\pi\,s=\alpha\left[\frac{p_s}{p}-\Gamma(s)\right].$$
To see whether this equation fixes $s$ uniquely, define
$$F(s)=2\sqrt\pi\,s+\alpha\Gamma(s)-\alpha\frac{p_s}{p}.$$
In the derivative of $\Gamma$, the terms $-2se^{-s^2}$ and $+2se^{-s^2}$ cancel, which leaves $\Gamma'(s)=-\sqrt\pi\,\mathrm{erfc}(s)$. Hence
$$F'(s)=\sqrt\pi\left[2-\alpha\,\mathrm{erfc}(s)\right]>0,$$
since $\mathrm{erfc}(s)<2$ and $\alpha\le1$. There is at most one root.

A root also exists. For large positive $s$, $F$ is positive. For negative drift put $s=-a$ and use $\mathrm{erfc}(-a)=2-\mathrm{erfc}(a)$, which gives $\Gamma(-a)=\Gamma(a)+2\sqrt\pi\,a$. Then
$$F(-a)=-2\sqrt\pi(1-\alpha)a+\alpha\Gamma(a)-\alpha\frac{p_s}{p}.$$
As $a$ grows, $\Gamma(a)$ tends to zero, and $F(-a)$ becomes negative for every $p_s>0$, including the case $\alpha=1$.

For the first nonlinear correction, write $p_s/p=1+\Delta$ and keep the $s^2$ term of $\Gamma$:
$$2\sqrt\pi\,s=\alpha\left(\Delta+\sqrt\pi\,s-s^2\right),$$
$$\sqrt\pi(2-\alpha)s+\alpha s^2=\alpha\Delta .$$
The linear solution is $s_1=\alpha\Delta/[\sqrt\pi(2-\alpha)]$. Put $s=s_1+s_2$, with $s_2$ of second order. The second-order terms require $\sqrt\pi(2-\alpha)s_2=-\alpha s_1^2$, so
$$\frac{s_2}{s_1}=-\frac{\alpha s_1}{\sqrt\pi(2-\alpha)}=-\frac{\alpha^2\Delta}{\pi(2-\alpha)^2}.$$
At fixed $p$ and $T$, $J$ is proportional to $s$, so this is also the relative correction to the linear flux.

In the example with $\Delta=0.0526$ and $\alpha=1$, it is $-0.0526/\pi=-1.68$ %. The numerical root of the full balance lies 1.62 % below the linear flux, at $8.64\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}$. It corresponds to $s=0.029$ and a drift of 18.8 m/s. For $\alpha=0.5$ the deviation is about $-0.19$ %.

Far from equilibrium the failure is qualitative. Since $\Gamma$ is an integral of positive quantities, $J_{\rm in}>0$, and the full balance obeys $J<\alpha J_s$. The net flux cannot exceed the emission. The linear law exceeds this ceiling when
$$\frac{2}{2-\alpha}\left(1-\frac p{p_s}\right)>1 .$$
Multiplication by $2-\alpha$ and subtraction of 2 give $-2p/p_s>-\alpha$, that is, $p/p_s<\alpha/2$. For $\alpha=1$ and $p/p_s=0.3$, the linear flux is $2\times0.7\,J_s=1.4J_s$, whereas the full balance gives $0.96J_s$. The latter respects the ceiling, but it still relies on equal temperatures and on assumption 3. It is not thereby a reliable theory of strong evaporation.

The drift of the vapour lowers the return flux by half the net flux, which gives Schrage's linear law; that law is accurate near saturation but exceeds the emission ceiling when $p/p_s<\alpha/2$. It remains to find a case in which the half-deficit holds without weak drift, to test whether the assumed surface distribution conserves momentum and energy, and to see how the factor changes when all three balances are imposed.

Numbers in the example were calculated in double precision.
